# WKB quantization of the Coulomb problem with the Langer map, part 2

An electron is bound to a point nucleus of charge $Z$, without relativity or spin. Atomic units are used ($\hbar=m_e=e^2/4\pi\epsilon_0=1$), with $\hbar$ restored to order expansions; $\mu$ is the reduced mass. For $\psi=r^{-1}u(r)\,Y_{lm}$,

$$u'' + \left[-\kappa^2 + \frac{2g}{r} - \frac{l(l+1)}{r^2}\right]u = 0, \qquad g = \mu Z, \qquad E = -\frac{\kappa^2}{2\mu}, \quad \kappa>0. \tag{1}$$

Let $\nu=g/\kappa$. A classical orbit of angular momentum $L$ has radial momentum $p$, with $p^2=-D/r^2$ and $D=\kappa^2r^2-2gr+L^2$.

**(a)** Exactly, $u=r^{l+1}e^{-\kappa r}f$, with $f$ a polynomial of degree $n_r$, and

$$\nu = n_r+l+1\equiv n, \qquad E_n = -\frac{\mu Z^2}{2n^2}. \tag{4}$$

The zeros of $f$ are simple and lie between the turning points for $L=\lambda=l+\frac12$.

**(b)** For $\hbar^2w''+Q(q)w=0$, $y=\hbar w'/w=\sum_k\hbar^ky_k$ obeys the Riccati equation $\hbar y'+y^2=-Q$, so $y_0^2=-Q$ and

$$y_k = -\frac{1}{2y_0}\left(y_{k-1}'+\sum_{j=1}^{k-1}y_jy_{k-j}\right), \qquad k\ge1. \tag{5}$$

If $Q>0$ only between two simple zeros, Airy matching gives, at leading order, for $I=\int\sqrt Q\,dq$ between them,

$$I = \pi\hbar\left(n_r+\tfrac12\right). \tag{7}$$

**(c)** In $r$ with $L^2=l(l+1)$, the phase error near the inner turning point depends on $l$ and tends to a constant as $n\to\infty$.

**(d)** The map $r=e^x$, $u=e^{x/2}w$ gives exactly $\ddot w+Q_xw=0$ (dot: $d/dx$), where $Q_x=-D$ with $L=\lambda$: the Langer replacement. Its action is $\int|p|\,dr$. It gives the right power at the origin, but Airy matching is uncontrolled at low $l$.

**(e)** Hydrogen data: $Z=1$, $\mu=0.99945568$, $n=10$, $l=1$, 1 bohr $=0.529177$ Å.

### (f) The radial action

For $0<L<\nu$ evaluate $I=\int_{r_1}^{r_2}|p|\,dr$ by contour integration, where $r_1<r_2$ are the turning points. Examine the limits $L\to\nu$ and $L\to0$, and obtain the radial period.

**Solution.** The turning points are the roots of $D$,

$$r_{1,2}=\frac{g\mp\sqrt{g^2-\kappa^2L^2}}{\kappa^2}=\frac\nu\kappa(1\mp\varepsilon),\qquad\varepsilon=\sqrt{1-L^2/\nu^2},$$

real, distinct and positive for $0<L<\nu$, with $r_1+r_2=2g/\kappa^2$ and $r_1r_2=L^2/\kappa^2$. Here $\nu/\kappa$ is the semi-major axis and $\varepsilon$ the eccentricity of the Kepler ellipse. Define

$$s(r)=\kappa\sqrt{r-r_1}\,\sqrt{r-r_2},\qquad p(r)=\frac{i\,s(r)}{r},$$

with principal square roots, so that $s^2=D$ and $p^2=-D/r^2$. The values of $s$ near the real axis decide every sign.

For $r>r_2$ both roots are positive and $s=+\sqrt D$. For $r_1<r<r_2$ the first root is positive and the second equals $\pm i\sqrt{r_2-r}$ just above or below the axis. Then $s=\pm i\,r|p|$, which gives $p=-|p|$ above and $p=+|p|$ below. For $r<r_1$ both roots carry the factor $+i$ above the axis and $-i$ below, the product of the two factors is $-1$ in both cases, and $s=-\sqrt D$ is continuous across the axis. So $s$ is analytic in the plane cut along $[r_1,r_2]$ only, and $p$ has in addition a simple pole at the origin.

Let $C$ be a counterclockwise loop that encloses the cut but not the origin. Shrink it onto the cut. The small arcs round the end points contribute nothing in the limit, since $p\to0$ there. The lower edge is run from $r_1$ to $r_2$ with $p=+|p|$ and gives $I$. The upper edge is run from $r_2$ to $r_1$ with $p=-|p|$ and gives $I$ again. Hence $\oint_Cp\,dr=2I$.

Let $C_\infty$ be a counterclockwise circle of radius above $r_2$, and $C_0$ one of radius below $r_1$, both centred on the origin. Since $p$ is analytic in the region inside $C_\infty$ and outside both $C$ and $C_0$, Cauchy's theorem gives

$$\oint_C=\oint_{C_\infty}-\oint_{C_0}. \tag{9}$$

On $C_\infty$ the binomial series converge, and the branch is fixed by $s>0$ for real $r>r_2$:

$$s=\kappa r\left(1-\frac{r_1}r\right)^{1/2}\left(1-\frac{r_2}r\right)^{1/2}=\kappa r-\frac{\kappa(r_1+r_2)}2+O(r^{-1})=\kappa r-\nu+O(r^{-1}),$$

where $\kappa(r_1+r_2)/2=g/\kappa=\nu$. So $p=i\kappa-i\nu/r+O(r^{-2})$. Only the $1/r$ term of a Laurent series survives integration round a circle, and $\oint_{C_\infty}p\,dr=2\pi i(-i\nu)=2\pi\nu$. At the origin $s(0)=-\sqrt{D(0)}=-L$, the residue of $p$ is $-iL$, and $\oint_{C_0}p\,dr=2\pi i(-iL)=2\pi L$. Equation (9) gives $2I=2\pi\nu-2\pi L$:

$$I=\pi(\nu-L)=\pi\left(Z\sqrt{\frac{\mu}{-2E}}-L\right). \tag{10}$$

The minus sign comes from $s(0)=-L$, that is from the origin lying on the far side of the cut as seen from large positive $r$.

For $L\to\nu$ the turning points merge, the orbit is a circle and $I\to0$, as (10) says. For $L=0$ the pole disappears into the end of the cut and the integral can be done directly: with $r=r_2\sin^2\vartheta$ and $r_2=2g/\kappa^2$, $|p|=\kappa\cot\vartheta$ and $dr=2r_2\sin\vartheta\cos\vartheta\,d\vartheta$, so $I=2\kappa r_2\int_0^{\pi/2}\cos^2\vartheta\,d\vartheta=\pi\kappa r_2/2=\pi\nu$, the limit of (10).

From $p^2=2\mu E+\dots$ follows $\partial|p|/\partial E=\mu/|p|$, the inverse radial speed. The end points do not contribute to $\partial I/\partial E$ because the integrand vanishes there, so the radial period is $T=2\,\partial I/\partial E$. With $d\kappa/dE=-\mu/\kappa$, $T=2\pi g\mu/\kappa^3$. This is independent of $L$ and equals $2\pi\sqrt{\mu(\nu/\kappa)^3/Z}$, Kepler's third law.

### (g) The levels

Impose the leading-order rule for $L=\lambda$ and for $L=\sqrt{l(l+1)}$, and compare with the exact spectrum.

**Solution.** Equations (7) and (10) with $\hbar=1$ give $\nu=n_r+\frac12+L$.

For $L=\lambda=l+\frac12$ this is $\nu=n_r+l+1$, and

$$E=-\frac{\mu Z^2}{2(n_r+l+1)^2},$$

which coincides with (4) for every $n_r\ge0$ and $l\ge0$. The agreement with the independent solution of part (a) is the proof that the Langer levels are exact. The half from the two turning points and the half in $\lambda$ add to the unit in $n$. The energy depends on $n_r+l$ alone because $I/\pi$ and $L$ enter (10) only through their sum. The level spacing at large $n$ is $dE/dn=\mu Z^2/n^3$, and with $\kappa=g/n$ this equals $2\pi/T$, the orbital frequency.

For $L=\sqrt{l(l+1)}=\sqrt{\lambda^2-\frac14}$ one finds $\nu=n-\delta_l$ with

$$\delta_l=\lambda-\sqrt{\lambda^2-\tfrac14}=\frac1{8\lambda}+\frac1{128\lambda^3}+\dots,$$

from $\sqrt{1-t}=1-t/2-t^2/8-\dots$ at $t=1/(4\lambda^2)$. This has the form of a quantum defect, but it is an artefact of the approximation, since a pure Coulomb field has none. It is independent of $n$, in line with part (c), and it splits the $l$-degenerate level. The energy error relative to the exact level follows from $(1-\delta/n)^{-2}=1+2\delta/n+3\delta^2/n^2+\dots$:

$$\Delta E=-\frac{\mu Z^2}{2(n-\delta_l)^2}+\frac{\mu Z^2}{2n^2}=-\frac{\mu Z^2\delta_l}{n^3}\left(1+\frac{3\delta_l}{2n}+\frac{2\delta_l^2}{n^2}+\dots\right). \tag{11}$$

Relative to the binding energy the error falls as $2\delta_l/n$, but relative to the level spacing it tends to the constant $\delta_l$. For $l=0$ the formula gives $\delta_0=\frac12$. That value is formal, because rule (7) was derived for two simple zeros of $Q$ and with $L=0$ there is only one.

### (h) Why the leading order is not corrected

Part (d) showed that the Airy matching is uncontrolled at low $l$, yet the levels are exact. Write an exact quantization condition as a loop integral of $y=\hbar\dot w/w$, insert the WKB series of the $x$ equation, and evaluate every order.

**Solution.** Regard $y$ as a function of complex $r$, with $d/dx=r\,d/dr$ and $dx=dr/r$. For $\hbar=1$, $w=r^{-1/2}u$ gives

$$y=l+\tfrac12-\kappa r+\frac{rf'}f .$$

In $y/r$ the first two terms are analytic inside $C$, which excludes the origin, and $f'/f$ has a pole of residue 1 at each zero of $f$. All $n_r$ zeros lie between $r_1$ and $r_2$, inside $C$. With $\hbar$ restored as a factor in $y$,

$$\frac1{2\pi i}\oint_Cy\,\frac{dr}r=\hbar\,n_r. \tag{12}$$

This is exact. The next step is formal: on $C$, which keeps a finite distance from the turning points, $y$ is replaced by its series $\sum\hbar^ky_k$ and integrated term by term. The series is asymptotic, and no bound on its remainder is derived here, so what follows explains the exactness within the series while the proof remains that of part (g). Define $J_k=\frac1{2\pi i}\oint_Cy_k\,dr/r$, so that (12) becomes $\sum_k\hbar^kJ_k=\hbar n_r$.

The branch of $y_0$ is $y_0=-s$. It equals $-\sqrt D$ for $r>r_2$, which is decay outwards, and $+\sqrt D$ for $r<r_1$, which is decay towards the origin. One analytic function thus carries both boundary conditions. By (5) each $y_k$ is built from $s$ by the operation $r\,d/dr$, by products and by division by $s$. Since $s$ vanishes only at $r_1$ and $r_2$, every $y_k$ is analytic outside the cut, the origin included, and (9) applies to $y_k/r$. The higher $y_k$ diverge at the turning points, which is why $C$ cannot be shrunk onto the cut for them.

Order zero: $y_0/r=-s/r=ip$, so $J_0=\frac1{2\pi}\oint_Cp\,dr=I/\pi=\nu-L$.

Order one: $y_1\,dx=-\frac14(D'/D)\,dr$, and $D'/D=1/(r-r_1)+1/(r-r_2)$ has two poles of residue 1 inside $C$, so $J_1=-\frac12$. Orders zero and one give $I/\pi-\hbar/2=\hbar n_r$, which is rule (7) obtained without Airy functions.

Orders $k\ge2$ at the origin: $y_0$ is analytic there with $y_0(0)=L\ne0$. The claim is $y_k=O(r)$ for $k\ge1$. For $k=1$, $r\,dy_0/dr=O(r)$, and division by $2y_0$ preserves this. If the claim holds below $k$, then $r\,dy_{k-1}/dr=O(r)$ and each product $y_jy_{k-j}$ is $O(r^2)$, so it holds at $k$. Thus $y_k/r$ has no pole at the origin and $\oint_{C_0}=0$.

Orders $k\ge2$ at infinity: $y_0=-\kappa r+\nu+O(r^{-1})$. The claim is that the Laurent series of $y_k$ begins no higher than $r^{1-k}$. The operation $r\,d/dr$ does not raise the power, so $r\,dy_{k-1}/dr=O(r^{2-k})$. Each product is $O(r^{1-j}r^{1-k+j})=O(r^{2-k})$. Division by $2y_0\sim-2\kappa r$ gives $O(r^{1-k})$, which completes the induction. Then $y_k/r=O(r^{-k})$ has no $1/r$ term for $k\ge2$, and $\oint_{C_\infty}=0$.

By (9), $J_k=0$ for all $k\ge2$ and for any $\kappa$, $g$ and $L$ with $0<L<\nu$. The series condition stops at $\nu-\lambda-\frac12=n_r$.

The argument used three properties of $D$: it has no zeros or singular points besides the two turning points, it is analytic and nonzero at the origin, and at infinity it has a Laurent series beginning with $\kappa^2r^2$. An added repulsive term $C/r^2$ in the potential keeps all three, with $\lambda^2$ replaced by $\lambda'^2=\lambda^2+2\mu C$. The series of part (a) then goes through with $l+1$ replaced by $\lambda'+\frac12$, and the WKB levels $\nu=n_r+\frac12+\lambda'$ are again exact. A screened core potential, as in the Rydberg states of a many-electron atom, in general gives $D$ further zeros or singular points in the complex plane. The deformation (9) then meets them and the vanishing of the $J_k$ no longer follows. The Langer replacement still gives the right behaviour at the origin there, but (7) is only a leading-order result.

The vanishing concerns loop integrals, not the $y_k$ themselves. The exact $y$ is a rational function of $r$, whereas $y_0+y_1=-s-rD'/(4D)$ has branch points at $r_1$ and $r_2$, so the two cannot coincide on any interval. The WKB wavefunction is approximate even though the level is exact.

### (i) What the replacement sums up

Carry out the same analysis for $Y=\hbar u'/u$ in the variable $r$, holding $L^2=\hbar^2l(l+1)$ fixed as part of $Q$. Find the contribution of each order and sum the series.

**Solution.** Since $u'/u=(l+1)/r-\kappa+f'/f$, the exact condition is again $\frac1{2\pi i}\oint_CY\,dr=\hbar n_r$, for a loop $C$ that excludes the origin and is wide enough to hold both the nodes and the cut. Now $Y_0=-s/r$, the derivative in (5) is $d/dr$, and $K_k=\frac1{2\pi i}\oint_CY_k\,dr$.

At infinity $Y_0=-\kappa+\nu/r+O(r^{-2})$, so $Y_0'=O(r^{-2})$ and $Y_1=O(r^{-2})$. By induction in (5), where the divisor $2Y_0$ tends to a constant, every $Y_k$ with $k\ge1$ is $O(r^{-2})$ or smaller, and the large circle contributes only $\nu$, at order zero.

At the origin $Y_0=L/r+\dots$ has a simple pole with residue $a_0=L$. Assume $Y_j=a_j/r+(\text{analytic})$ for $j<k$. The numerator of (5) then begins with $(-a_{k-1}+\sum_ja_ja_{k-j})/r^2$, and division by $-2L/r$ gives a simple pole again, with

$$a_k=\frac1{2L}\left(a_{k-1}-\sum_{j=1}^{k-1}a_ja_{k-j}\right).$$

In turn, $a_1=L/(2L)=\frac12$; $a_2=(\frac12-\frac14)/(2L)=1/(8L)$; $a_3=(a_2-2a_1a_2)/(2L)=0$; $a_4=(a_3-2a_1a_3-a_2^2)/(2L)=-1/(128L^3)$. By (9), $K_0=\nu-L$ and $K_k=-a_k$ for $k\ge1$, so the corrections to the leading rule are $K_2=-1/(8L)$, $K_3=0$, $K_4=+1/(128L^3)$, and so on. The even orders do not vanish (the odd orders $k\ge3$ do, as the closed form below shows), and they are independent of the energy.

The recursion is the order-by-order form of $a^2-\hbar a=L^2$ for $a=\sum\hbar^ka_k$, which is also what the Riccati equation gives for $Y=a/r$ at order $r^{-2}$. The root that reduces to $L$ at $\hbar=0$ is

$$a=\frac\hbar2+\sqrt{L^2+\frac{\hbar^2}4}.$$

The full condition is $\nu-a=\hbar n_r$. With $\hbar=1$ and $L^2=l(l+1)$ the square root is $l+\frac12$, $a=l+1$, and the exact levels are recovered. The Langer value $\lambda$ is the sum $L+a_2+a_4+\dots$ of the even-order residues that the expansion in $r$ leaves at the origin (the remaining residue $a_1=\frac12$ supplies the half in rule (7), and all residues together give $a=l+1$), and the spurious defect is $\delta_l=a_2+a_4+\dots$. The binomial series of the root converges for $\hbar^2/(4L^2)<1$, which covers $l\ge1$, where $L\ge\sqrt2$. For $l=0$ this residue series fails, since $a_2,a_4,\dots$ carry negative powers of $L$: the origin is then the end of the cut and no loop separates it from the turning point. The terms $Y_k$ themselves stay finite off the cut $[0,r_2]$. For a loop round the whole cut only the large circle remains, which gives $\nu$ at order zero and nothing at higher orders, while the exact $u'/u$ now has its pole of residue 1 at the origin inside the loop. The condition becomes $\nu=n_r+1$, the exact result for $l=0$.

If one overwrote $l(l+1)$ by $\lambda^2$ in the $r$ equation and went on to second order, the term $K_2=-1/(8\lambda)$ would spoil the level. Higher orders of the Langer scheme belong to the $x$ equation.

### (j) Hydrogen at $n=10$

With the data of part (e) and 1 hartree $=27.211386$ eV, evaluate the action, the loop integrals and the logarithmic derivative at $r=1.5\,r_2$ for $l=1$, and the levels for $l=0,1,2,9$.

**Solution.** For $l=1$, $n_r=8$ and $\lambda=1.5$, so $\nu=8+0.5+1.5=10$. Then $\kappa=g/\nu=0.99945568/(10\times0.529177\ \text{Å})=0.188870$ Å$^{-1}$. The semi-major axis is $10/0.188870=52.9465$ Å and $\varepsilon=\sqrt{1-0.0225}=0.988686$, so

$$r_1=52.9465\times0.011314=0.5990\ \text{Å},\qquad r_2=52.9465\times1.988686=105.294\ \text{Å}.$$

Formula (10) gives $I/\pi=10-1.5=8.5$. For a direct evaluation, the substitution $r=\frac12(r_1+r_2)-\frac12(r_2-r_1)\cos\vartheta$ removes the square-root end points, and 400-point Gauss-Legendre quadrature in $\vartheta$ yields $I/\pi=8.50000000$; the same method applied to $\sqrt{Q_x}$ between $\ln r_1$ and $\ln r_2$ yields the same value. Solving $I(\nu)=8.5\,\pi$ for $\nu$ by root finding on this quadrature returns $10.00000000$.

Loop integrals were summed over 40000 equally spaced points on circles. For $C$ the circle crosses the real axis at $r_1/2$ and $2r_2$, while $C_\infty$ and $C_0$ have radii $2r_2$ and $r_1/2$. The values of $\frac1{2\pi}\oint p\,dr$ are $8.5$, $10$ and $1.5$, each to eight decimals, and $8.5=10-1.5$ is equation (9). The loop (12) of the exact $y$, with $f$ the Laguerre polynomial of degree 8, gives $8.00000000$, equal to $J_0+J_1=8.5-0.5$. The largest of $|J_2|$, $|J_3|$, $|J_4|$ comes out as about $3\times10^{-15}$, the level of rounding error in the sum.

In the $r$ form with $L=\sqrt2=1.414214$ the loop sums give $K_2=-0.088388$ and $K_4=+0.002762$, which are $-1/(8\sqrt2)$ and $1/(128\times2\sqrt2)$. The partial sums for the effective angular momentum are $1.414214+0.088388=1.502602$ and $1.502602-0.002762=1.499840$, closing in on $1.5$ from alternate sides.

For the logarithmic derivative take $r=1.5\,r_2=157.941$ Å and $t=\kappa r=1.5\times10\times1.988686=29.8303$. Since $gr=\nu t$, $D=t^2-2\nu t+\lambda^2=889.846-596.606+2.25=295.490$ and $y_0=-\sqrt D=-17.1898$. Write $N=t^2-\nu t=591.543$, so that $rD'=2N$ and $y_1=-N/(2D)=-1.00095$. The sum is $-18.1908$. For the second order, (5) gives $y_2=(t\,dy_1/dt+y_1^2)/(2\sqrt D)$, with

$$t\frac{dy_1}{dt}=\frac{t\,[N(2t-2\nu)-(2t-\nu)D]}{2D^2}=\frac{29.8303\,(23460.9-14674.2)}{2\times295.490^2}=1.5010 .$$

Then $y_2=(1.5010+1.0019)/34.380=0.0728$ and the sum through second order is $-18.1180$. Continuing the recursion (5) by symbolic differentiation to fourth order gives $-18.1289$. The exact value from the Laguerre polynomial is $-18.1309$. The differences from it are $0.060$, $0.013$ and $0.002$ in magnitude, the first being $0.3\%$ of the exact value. The same $y_2$ whose loop integral is zero is thus plainly nonzero at this point.

The exact level is

$$E_{10}=-\frac{0.99945568\times27.211386\ \text{eV}}{200}=-0.135983\ \text{eV}=-0.00499728\ \text{hartree}.$$

An independent value comes from diagonalizing the radial Hamiltonian of (1), with its $l(l+1)$, by Chebyshev collocation on 219 interior points in a box about three times $r_2$ in radius, with $u=0$ at both ends. For $l=0,1,2,9$ this calculation, the Langer quadrature roots and the formula all give $-0.13598287$ eV. The last digits describe the model only: relativistic corrections, left out of (1), are of relative order the squared fine-structure constant divided by $n$ at low $l$, roughly $5\times10^{-6}$ for total angular momentum $\frac12$ and less for higher values.

With $L=\sqrt{l(l+1)}$ and $l=1$, $\nu=8+0.5+1.414214=9.914214$, $\delta_1=0.085786$, and $E=-0.135983\times(10/9.914214)^2=-0.138346$ eV. The four cases, from root finding on the quadrature, are listed with energies in eV and $\Delta E$ measured from $E_{10}$.

| $l$ | $E$ | $\delta_l$ | $1/(8\lambda)$ | $\Delta E$ |
|---|---|---|---|---|
| 0 | $-0.150674$ | 0.500000 | 0.250000 | $-1.469\times10^{-2}$ |
| 1 | $-0.138346$ | 0.085786 | 0.083333 | $-2.363\times10^{-3}$ |
| 2 | $-0.137367$ | 0.050510 | 0.050000 | $-1.384\times10^{-3}$ |
| 9 | $-0.136342$ | 0.013167 | 0.013158 | $-3.588\times10^{-4}$ |

The leading estimate $-\mu\delta_l/n^3$ is $-1.3598\times10^{-2}$ eV for $l=0$ and $-2.3331\times10^{-3}$ eV for $l=1$. The ratios of the true shifts to these are $1.4691/1.3598=1.080$ and $2.3635/2.3331=1.013$, which the bracket in (11) reproduces: $1+0.075+0.005=1.080$ and $1+3\times0.085786/20=1.013$. The one-term form $1/(8\lambda)$ is off by a factor of two at $l=0$, where the expansion variable $1/(4\lambda^2)$ equals 1, and is within $3\%$ of $\delta_l$ at $l=1$. For $l=1$ the shift is $2.363\times10^{-3}/0.135983=1.7\%$ of the binding energy. Measured against the orbital frequency $\mu/n^3=2\times0.135983/10=0.027197$ eV it is $8.7\%$, and by (11) this fraction tends to $\delta_1$, or $8.6\%$, as $n$ grows at fixed $l$.
